# Power spectrum of reactions from Poisson photon absorptions with independent blur: a numerical check

```python
# Result under test: photons are absorbed as a Poisson process of density rho;
# each causes m reactions, displaced independently with blur transfer B(k).
# The reaction-density power spectrum at nonzero k is
#     S(k) = rho * ( <m> + <m(m-1)> |B(k)|^2 ).
# Symbols: S = <|sum exp(-ik.r)|^2>/area, B = Fourier transform of the
# displacement density, sigma = Gaussian blur per axis, lengths in nm.
# The spectrum is that of the areal density projected through the film.
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import j0, ndtr

rng = np.random.default_rng(20240611)

# ---------- parameters of the example (round, roughly typical) ----------
wavelength = 13.5            # nm
dose = 10.0                  # mJ/cm^2, local dose
thickness = 40.0             # nm
absorption = 5.0e-3          # 1/nm
sigma = 2.0                  # nm per axis
prob_m = np.array([0.05, 0.15, 0.30, 0.30, 0.15, 0.05])
box = 32.0                   # nm, side of periodic square
window = 10.0                # nm, side of counting square
shared_part = 0.5            # part of blur variance common to one photon
modulation = 0.6             # contrast of the patterned exposure
cell = 4.0 / 3.0             # nm, one reactive site per cubic cell

photon_energy = const.h * const.c / (wavelength * 1e-9)          # J
incident = dose * 1e-3 / 1e14 / photon_energy                    # 1/nm^2
absorbed_fraction = 1.0 - np.exp(-absorption * thickness)
rho = incident * absorbed_fraction                               # 1/nm^2
values_m = np.arange(len(prob_m))
assert abs(prob_m.sum() - 1.0) < 1e-12
mean_m = float(prob_m @ values_m)
pairs_m = float(prob_m @ (values_m * (values_m - 1)))
square_m = float(prob_m @ values_m**2)
area = box**2
k_values = 2.0 * np.pi * np.arange(1, 4) / box


def transfer(k, width=sigma):
    return np.exp(-0.5 * (k * width)**2)


def spectrum(k, pair_width=sigma):
    return rho * (mean_m + pairs_m * transfer(k, pair_width)**2)


# ---------- Gaussian transfer from its defining integral ----------
for k in k_values:
    direct = quad(lambda r: r / sigma**2 * np.exp(-0.5 * (r / sigma)**2)
                  * j0(k * r), 0.0, 12.0 * sigma)[0]
    assert abs(direct - transfer(k)) < 1e-8

# ---------- exact enumeration of one cascade on a ring ----------
ring = 7
phase_ring = np.exp(-2j * np.pi * 2 * np.arange(ring) / ring)
state_weight = np.array([0.4, 0.6])
state_m = np.array([[0.1, 0.2, 0.3, 0.4], [0.3, 0.4, 0.2, 0.1]])
state_p = rng.dirichlet(np.ones(ring), size=2)      # lopsided blurs


def enumerate_cascade(law_m, law_d):
    total = 0.0
    for m, weight in enumerate(law_m):
        for places in itertools.product(range(ring), repeat=m):
            places = list(places)
            total += (weight * np.prod(law_d[places])
                      * abs(phase_ring[places].sum())**2)
    return total


enum_error = 0.0
general_direct = general_formula = 0.0
for weight, law_m, law_d in zip(state_weight, state_m, state_p):
    numbers = np.arange(4)
    b_ring = law_d @ phase_ring
    formula = (law_m @ numbers
               + law_m @ (numbers * (numbers - 1)) * abs(b_ring)**2)
    direct = enumerate_cascade(law_m, law_d)
    enum_error = max(enum_error, abs(direct - formula))
    general_direct += weight * direct
    # pair term averaged over the hidden state
    general_formula += weight * formula
assert enum_error < 1e-12
assert abs(general_direct - general_formula) < 1e-12


# ---------- simulation of reaction positions ----------
def draw(runs, shared=0.0, contrast=0.0):
    counts = rng.poisson(rho * area * (1.0 + contrast), runs)
    run = np.repeat(np.arange(runs), counts)
    site = rng.uniform(0.0, box, (2, run.size))
    if contrast > 0.0:
        level = 1.0 + contrast * np.cos(2.0 * np.pi * site[0] / box)
        keep = rng.uniform(0.0, 1.0 + contrast, run.size) < level
        run, site = run[keep], site[:, keep]
    m = rng.choice(len(prob_m), size=run.size, p=prob_m)
    parent = np.repeat(np.arange(run.size), m)
    if shared > 0.0:
        site = site + rng.normal(0.0, sigma * np.sqrt(shared), site.shape)
    own = rng.normal(0.0, sigma * np.sqrt(1.0 - shared), (2, parent.size))
    return run[parent], site[:, parent] + own, parent, run.size


def amplitudes(run, r, runs):
    out = np.empty((2, 3, runs), dtype=complex)
    for axis in range(2):
        phase = np.exp(-2j * np.pi * r[axis] / box)
        power = phase
        for h in range(3):
            if h > 0:
                power = power * phase
            out[axis, h] = (np.bincount(run, power.real, runs)
                            + 1j * np.bincount(run, power.imag, runs))
    return out


def window_counts(run, r, runs):
    place = (np.mod(r, box) // window).astype(int)
    inside = (place < 3).all(axis=0)
    index = run * 9 + place[0] * 3 + place[1]
    return np.bincount(index[inside], minlength=9 * runs).reshape(runs, 9)


def collect(runs, shared=0.0, contrast=0.0, batch=200):
    amp, total, win = [], [], []
    for _ in range(runs // batch):
        run, r, _, _ = draw(batch, shared, contrast)
        amp.append(amplitudes(run, r, batch))
        total.append(np.bincount(run, minlength=batch))
        win.append(window_counts(run, r, batch))
    return np.concatenate(amp, axis=2), np.concatenate(total), \
        np.concatenate(win)


def score(samples, expected):
    samples = np.ravel(samples)
    error = samples.std(ddof=1) / np.sqrt(samples.size)
    return (samples.mean() - expected) / error


deviations = []


def check(samples, expected):
    z = score(samples, expected)
    assert abs(z) < 4.5, (np.mean(samples), expected, z)
    deviations.append(abs(z))
    return float(np.mean(samples))


# uniform exposure, independent displacements
amp, total, win = collect(2400)
power = np.abs(amp)**2 / area
simulated = [check(power[:, h], spectrum(k)) for h, k in enumerate(k_values)]
rival = rho * (mean_m + mean_m**2 * transfer(k_values[0])**2)
assert abs(score(power[:, 0], rival)) > 4.5
zero_k = check((total - rho * area * mean_m)**2 / area, rho * square_m)

# counts in a square window: spectrum integral against direct counting
overlap = quad(lambda k: (window * np.sinc(k * window / (2 * np.pi)))**2
               * np.exp(-(k * sigma)**2) / np.pi, 0.0, 8.0 / sigma)[0]
mean_count = rho * mean_m * window**2
var_count = rho * (mean_m * window**2 + pairs_m * overlap**2)
var_simulated = check(((win - mean_count)**2).mean(axis=1), var_count)

# patterned exposure: mean image and noise about it
amp, _, _ = collect(1600, contrast=modulation)
image = rho * area * mean_m * transfer(k_values[0]) * modulation / 2.0
check(amp[0, 0].real, image)
for h, k in enumerate(k_values):
    centre = image if h == 0 else 0.0
    check(np.abs(amp[0, h] - centre)**2 / area, spectrum(k))

# common excursion of all reactions of one photon
amp, _, _ = collect(1600, shared=shared_part)
power = np.abs(amp)**2 / area
own_width = sigma * np.sqrt(1.0 - shared_part)
for h, k in enumerate(k_values):
    check(power[:, h], spectrum(k, own_width))
assert abs(score(power[:, 2], spectrum(k_values[2]))) > 4.5

# ---------- film faces and finite number of reactive sites ----------


def stay(z):
    return ndtr((thickness - z) / sigma) - ndtr(-z / sigma)


def depth_average(f):
    return quad(lambda z: f(z) * absorption * np.exp(-absorption * z)
                / absorbed_fraction, 0.0, thickness,
                points=[4 * sigma, thickness - 4 * sigma])[0]


stay1 = depth_average(stay)
stay2 = depth_average(lambda z: stay(z)**2)
face_spectrum = rho * (mean_m * stay1
                       + pairs_m * stay2 * transfer(k_values)**2)

n_side, n_deep = round(box / cell), round(thickness / cell)
power3, kept, free_power, full_power = [], [], [], []
occupied = attempts = 0.0
runs3, batch3 = 800, 100
for _ in range(runs3 // batch3):
    run, r, parent, n_parent = draw(batch3)
    u = rng.uniform(0.0, 1.0, n_parent)
    depth = -np.log(1.0 - u * absorbed_fraction) / absorption
    z = depth[parent] + rng.normal(0.0, sigma, parent.size)
    inside = (z > 0.0) & (z < thickness)
    run, r, z = run[inside], r[:, inside], z[inside]
    kept.append(np.bincount(run, minlength=batch3))
    power3.append(np.abs(amplitudes(run, r, batch3))**2 / area)
    ij = np.minimum((np.mod(r, box) / cell).astype(int), n_side - 1)
    iz = np.minimum((z / cell).astype(int), n_deep - 1)
    index = ((run * n_side + ij[0]) * n_side + ij[1]) * n_deep + iz
    cells = np.bincount(index, minlength=batch3 * n_side**2 * n_deep)
    cells = cells.reshape(batch3, n_side, n_side, n_deep)
    single = np.minimum(cells, 1)
    attempts += cells.mean() * batch3 / runs3
    occupied += single.mean() * batch3 / runs3
    for grid, store in ((cells, free_power), (single, full_power)):
        flat = grid.sum(axis=3)
        for axis in (1, 2):
            wave = np.fft.fft(flat.sum(axis=axis), axis=1)[:, 1:4]
            store.append(np.abs(wave)**2 / area)
check(np.concatenate(kept), rho * area * mean_m * stay1)
power3 = np.concatenate(power3, axis=2)
for h in range(3):
    check(power3[:, h], face_spectrum[h])
free_power, full_power = np.concatenate(free_power), np.concatenate(full_power)
depletion = full_power.mean(axis=0) / free_power.mean(axis=0)
residual = full_power - depletion * free_power
depletion_error = (residual.std(axis=0) / np.sqrt(len(residual))
                   / free_power.mean(axis=0))
assert occupied < attempts

# ---------- numbers for the text ----------
k_equal = np.sqrt(np.log(pairs_m / mean_m)) / sigma
assert abs(spectrum(k_equal) - 2 * rho * mean_m) < 1e-10
retained = (mean_m**2 * transfer(k_values)**2
            / (mean_m + pairs_m * transfer(k_values)**2))
print(f"wavelength {wavelength} nm, photon energy "
      f"{photon_energy / const.e:.2f} eV")
print(f"local dose {dose} mJ/cm2 = {incident:.3f} photons/nm2")
print(f"film {thickness} nm, absorption {absorption * 1e3:.1f} per um")
print(f"absorbed fraction {absorbed_fraction:.4f}")
print(f"absorption density rho {rho:.4f} per nm2")
print("P(m), m=0..5:", " ".join(f"{p:.2f}" for p in prob_m))
print(f"<m> {mean_m:.2f}, <m(m-1)> {pairs_m:.2f}, <m^2> {square_m:.2f}")
print(f"blur sigma {sigma} nm per axis")
print(f"ring enumeration, largest error {enum_error:.1e}")
for h, k in enumerate(k_values):
    print(f"period {2 * np.pi / k:.2f} nm: k {k:.4f} per nm, "
          f"|B|^2 {transfer(k)**2:.4f}")
    print(f"  self term {rho * mean_m:.3f}, pair term "
          f"{rho * pairs_m * transfer(k)**2:.3f} per nm2")
    print(f"  S formula {spectrum(k):.3f}, simulated "
          f"{simulated[h]:.3f} per nm2")
    print(f"  retained photon information Q {retained[h]:.3f}")
print(f"limit k->0 of S {rho * square_m:.3f} per nm2")
print(f"count variance/area, simulated {zero_k:.3f} per nm2")
print(f"Q at k->0 {mean_m**2 / square_m:.3f}")
print(f"self = pair at k {k_equal:.4f} per nm, period "
      f"{2 * np.pi / k_equal:.2f} nm")
print(f"square {window} nm: mean count {mean_count:.1f}, "
      f"overlap I {overlap:.3f} nm")
print(f"  variance formula {var_count:.1f}, simulated {var_simulated:.1f}")
print(f"  variance/mean {var_count / mean_count:.3f}")
print(f"  relative noise {100 * np.sqrt(var_count) / mean_count:.2f} %")
print(f"  if reactions were Poisson {100 / np.sqrt(mean_count):.2f} %")
print(f"  absorbed photons alone {100 / np.sqrt(rho * window**2):.2f} %")
print(f"patterned exposure tested at contrast {modulation}")
print(f"common part of blur variance {shared_part}: change of S")
print("  " + ", ".join(f"{100 * (spectrum(k, own_width) / spectrum(k) - 1):+.1f} %"
                       for k in k_values) + " at the three periods")
print(f"reactions lost through film faces {100 * (1 - stay1):.2f} %")
print("  change of S " + ", ".join(
    f"{100 * (face_spectrum[h] / spectrum(k) - 1):+.1f} %"
    for h, k in enumerate(k_values)))
print(f"site density {cell**-3:.3f} per nm3")
print(f"  attempts per site {attempts:.4f}, sites used {occupied:.4f}")
print("  S with depletion / S without " + ", ".join(
    f"{d:.3f}" for d in depletion))
print("  standard errors " + ", ".join(f"{e:.3f}" for e in depletion_error))
print(f"{len(deviations)} simulation tests, largest deviation "
      f"{max(deviations):.2f} standard errors")
print("finished without a failed check")
```

It prints:

```
wavelength 13.5 nm, photon energy 91.84 eV
local dose 10.0 mJ/cm2 = 6.796 photons/nm2
film 40.0 nm, absorption 5.0 per um
absorbed fraction 0.1813
absorption density rho 1.2319 per nm2
P(m), m=0..5: 0.05 0.15 0.30 0.30 0.15 0.05
<m> 2.50, <m(m-1)> 5.20, <m^2> 7.70
blur sigma 2.0 nm per axis
ring enumeration, largest error 2.7e-15
period 32.00 nm: k 0.1963 per nm, |B|^2 0.8571
  self term 3.080, pair term 5.490 per nm2
  S formula 8.570, simulated 8.549 per nm2
  retained photon information Q 0.770
period 16.00 nm: k 0.3927 per nm, |B|^2 0.5396
  self term 3.080, pair term 3.457 per nm2
  S formula 6.537, simulated 6.512 per nm2
  retained photon information Q 0.636
period 10.67 nm: k 0.5890 per nm, |B|^2 0.2496
  self term 3.080, pair term 1.599 per nm2
  S formula 4.679, simulated 4.739 per nm2
  retained photon information Q 0.411
limit k->0 of S 9.486 per nm2
count variance/area, simulated 9.296 per nm2
Q at k->0 0.812
self = pair at k 0.4279 per nm, period 14.68 nm
square 10.0 nm: mean count 308.0, overlap I 7.744 nm
  variance formula 692.1, simulated 698.3
  variance/mean 2.247
  relative noise 8.54 %
  if reactions were Poisson 5.70 %
  absorbed photons alone 9.01 %
patterned exposure tested at contrast 0.6
common part of blur variance 0.5: change of S
  +5.1 %, +19.1 %, +34.2 % at the three periods
reactions lost through film faces 4.00 %
  change of S -5.8 %, -5.5 %, -5.0 %
site density 0.422 per nm3
  attempts per site 0.1754, sites used 0.1596
  S with depletion / S without 0.717, 0.715, 0.737
  standard errors 0.005, 0.005, 0.007
16 simulation tests, largest deviation 1.76 standard errors
finished without a failed check
```
